# Mean confinement energy of a film with small Gaussian thickness fluctuations

## Problem

A carrier is confined in a thin film between two impenetrable walls. The confinement mass is \(m_z\), the in-plane mass is \(m_t\), and the mean thickness is \(L_0\). The local thickness is

\[
L(\mathbf r)=L_0\,[1+x(\mathbf r)],
\]

where \(\mathbf r\) is the position in the plane. The relative fluctuation \(x\) has zero mean and a Gaussian distribution of standard deviation \(s=\sigma/L_0\ll1\), where \(\sigma\) is the rms thickness fluctuation. The thickness varies slowly in the plane, so each place has its own subband edge \(E_n(L)\). Angle brackets denote an average over the film area, each area element counting equally.

(a) Find \(E_n(L)\). Show that its average over an unrestricted Gaussian diverges, and state a remedy.

(b) Show that, with this remedy, the leading fractional increase of the mean edge is three times the relative thickness variance. Bound the correction.

(c) Compare the mean shift with the rms spread of the local edge.

(d) How slowly must the thickness vary?

(e) How does the mean confinement energy change if the average is taken over nondegenerate carriers in thermal equilibrium instead of over area?

(f) Evaluate the results for a silicon film with \(L_0=3\) nm, \(\sigma=0.3\) nm, \(m_z=0.92\,m_0\), \(m_t=0.19\,m_0\) and \(T=300\) K, where \(m_0\) is the free-electron mass. The in-plane correlation length is \(\Lambda=100\) nm. Estimate the effects that the model neglects.

## Solution

### (a) The local edge and the divergence

Across the film the envelope \(\varphi(z)\) obeys

\[
-\frac{\hbar^2}{2m_z}\varphi''=E\varphi,\qquad \varphi(0)=\varphi(L)=0 .
\]

The condition at \(z=0\) selects \(\sin kz\), and the condition at \(z=L\) requires \(kL=n\pi\) with \(n=1,2,\dots\) Hence

\[
E_n(L)=\frac{\pi^2\hbar^2n^2}{2m_zL^2},\qquad
\frac{E_n(L)}{E_n(L_0)}=\frac{1}{(1+x)^2}.
\]

The ratio does not depend on \(n\) or on the mass, so the fractional result below holds for every subband.

Let \(u=L/L_0=1+x\), with probability density \(p(u)\). An unrestricted Gaussian has a nonzero density at zero thickness,

\[
p(0)=\frac{e^{-1/(2s^2)}}{\sqrt{2\pi}\,s}.
\]

Near \(u=0\) the integrand of \(\langle u^{-2}\rangle\) is approximately \(p(0)/u^2\). If the integral starts at \(u=\varepsilon\), it therefore contains a part that grows as \(p(0)/\varepsilon\), and the average diverges as \(\varepsilon\to0\).

The divergence comes from applying the Gaussian to thicknesses that the film does not have. The remedy is to restrict the distribution symmetrically to \(|x|\le c<1\) and normalize it again. For \(s=0.1\), the divergent part would reach \(3s^2\) only if thicknesses down to about \(8\times10^{-20}\) nm were admitted, a length without meaning for a film.

### (b) The factor of three

The distribution is even, so \(x\) and \(-x\) may be paired:

\[
\frac12\left[\frac1{(1+x)^2}+\frac1{(1-x)^2}\right]
=\frac{(1-x)^2+(1+x)^2}{2(1-x^2)^2}
=\frac{1+x^2}{(1-x^2)^2}.
\]

To separate the quadratic part, subtract \(1+3x^2\). Since

\[
(1+3x^2)(1-2x^2+x^4)=1+x^2-5x^4+3x^6,
\]

the difference is

\[
\frac{1+x^2}{(1-x^2)^2}-(1+3x^2)
=\frac{x^4(5-3x^2)}{(1-x^2)^2}.
\]

For \(|x|\le c<1\) the right-hand side is not negative, and it is at most \(5x^4/(1-c^2)^2\). Averaging gives

\[
3\langle x^2\rangle\;\le\;
\frac{\langle E_n\rangle}{E_n(L_0)}-1
\;\le\;3\langle x^2\rangle+\frac{5\langle x^4\rangle}{(1-c^2)^2}.
\]

It remains to relate the moments to \(s\). Set \(t=x/s\) and \(a=c/s\), let \(g(t)=e^{-t^2/2}/\sqrt{2\pi}\), and let \(P=\int_{-a}^{a}g\,dt\) be the probability retained by the cut. Because \(g'=-tg\), integration by parts gives

\[
\langle x^2\rangle=\frac{s^2}{P}\int_{-a}^{a}t^2g\,dt
=s^2\left[1-\frac{2a\,g(a)}{P}\right].
\]

The cut changes the variance by an amount that is exponentially small in \(a^2/2\). The same step applied to the fourth moment gives

\[
\langle x^4\rangle=3s^2\langle x^2\rangle-\frac{2s^4a^3g(a)}{P}\le3s^4 .
\]

With \(c\) fixed and \(s\) small, the leading remainder is \(5\langle x^4\rangle\to15s^4\). Therefore

\[
\boxed{\frac{\langle E_n\rangle-E_n(L_0)}{E_n(L_0)}
=3\frac{\sigma^2}{L_0^2}+15\frac{\sigma^4}{L_0^4}+O(s^6)}
\]

apart from the exponentially small effect of the cut.

The sign follows from curvature. Thinning the film by a given amount raises \(1/L^2\) more than thickening it by the same amount lowers it. The leading coefficient needs the variance but not the Gaussian shape. If half the area has \(x=s\) and the other half \(x=-s\), the paired expression gives \(3s^2+5s^4+O(s^6)\): the same first term and a different second one.

The variance here is that of the thickness, not that of one wall. If the walls have independent height fluctuations \(\sigma_1\) and \(\sigma_2\), then \(\sigma^2=\sigma_1^2+\sigma_2^2\). If both walls move together, the thickness does not change and this shift vanishes.

### (c) Mean shift and spread

Expanding the edge about \(L_0\) gives

\[
E_n(L)\simeq E_n(L_0)+E_n'(L_0)\,(L-L_0)+\tfrac12E_n''(L_0)\,(L-L_0)^2,
\]

with \(E_n'=-2E_n/L_0\) and \(E_n''=6E_n/L_0^2\). The linear term averages to zero, and the quadratic term gives \(\tfrac12\sigma^2E_n''=3s^2E_n\), as before. The linear term does, however, set the spread:

\[
\Delta E_{\rm rms}\simeq|E_n'|\,\sigma=2sE_n .
\]

The ratio of mean shift to spread is \(3s/2\). For small \(s\), the shift is thus a small displacement of the centre of a much wider distribution.

### (d) The condition of slow variation

Take a state that is uniform along the film and follows the local ground mode. One wall is flat, and the other carries the thickness variation:

\[
\psi(\mathbf r,z)=\frac{1}{\sqrt A}\,\varphi(z;L(\mathbf r)),\qquad
\varphi=\sqrt{\frac2L}\sin\frac{\pi z}{L},
\]

where \(A\) is the film area. Its energy is \(\langle E_1\rangle\) plus an in-plane kinetic term that arises because \(\varphi\) changes with \(\mathbf r\):

\[
T_\parallel=\frac{\hbar^2}{2m_t}
\left\langle|\nabla L|^2\int_0^L\left(\frac{\partial\varphi}{\partial L}\right)^2dz\right\rangle .
\]

Differentiation gives \(\partial\varphi/\partial L=-(\tfrac12\varphi+z\varphi')/L\), where the prime means \(d/dz\). Hence

\[
\int_0^L\left(\frac{\partial\varphi}{\partial L}\right)^2dz
=\frac1{L^2}\left[\frac14+\int_0^L z\varphi\varphi'\,dz+\int_0^L z^2\varphi'^2\,dz\right].
\]

The first integral in the bracket is \(\tfrac12[z\varphi^2]_0^L-\tfrac12\int\varphi^2dz=-\tfrac12\). With \(q=z/L\), the second is

\[
2\pi^2\int_0^1q^2\cos^2(\pi q)\,dq
=2\pi^2\left(\frac16+\frac1{4\pi^2}\right)=\frac{\pi^2}{3}+\frac12 .
\]

The bracket therefore equals \(K=\pi^2/3+1/4\).

For the mean-square slope, assume the thickness correlation \(C(r)=\sigma^2e^{-r^2/\Lambda^2}\). Over a short distance \(d\) the mean-square thickness difference is

\[
2[C(0)-C(d)]\simeq\frac{2\sigma^2d^2}{\Lambda^2}.
\]

Each in-plane direction contributes \(2\sigma^2/\Lambda^2\), so \(\langle|\nabla L|^2\rangle=4\sigma^2/\Lambda^2\). To leading order in \(s\),

\[
T_\parallel=\frac{\hbar^2}{2m_t}\frac{4K\sigma^2}{\Lambda^2L_0^2},\qquad
\frac{T_\parallel}{3s^2E_1}=\frac{4K}{3\pi^2}\,\frac{m_z}{m_t}\left(\frac{L_0}{\Lambda}\right)^2 .
\]

The shift \(3s^2E_1\) describes the energy of this uniform state if the ratio is much less than one. By the variational principle, \(\langle E_1\rangle+T_\parallel\) , with \(T_\parallel\) taken before the expansion in \(s\), is an upper bound on the lowest level of the rough film for any \(\Lambda\), not its value. The true ground state can lower its energy by gathering where the film is thick.

### (e) Average over thermal carriers

Let the Fermi level and the electrostatic potential be uniform. The two-dimensional density of states is constant above each edge, so the local density of nondegenerate carriers in the ground subband is proportional to \(e^{-E_1(L)/k_BT}\). This local use of the edge is justified when the in-plane thermal wavelength is much shorter than \(\Lambda\).

Write \(E_1(L)=E_1(1+\eta)\), where \(E_1\) without an argument is the value at \(L_0\), and let \(\rho=E_1/k_BT\). From \(\eta=-2x+3x^2+\dots\) follow \(\langle\eta\rangle=3s^2\) and \(\langle\eta^2\rangle=4s^2\) to order \(s^2\). The fractional change of the carriers' mean confinement energy is

\[
\frac{\langle\eta e^{-\rho\eta}\rangle}{\langle e^{-\rho\eta}\rangle}
\simeq\langle\eta\rangle-\rho\langle\eta^2\rangle
=s^2(3-4\rho).
\]

The denominator differs from one by order \(s^2\), which affects only higher orders here. The expansion also needs \(2\rho s\ll1\). The sign changes at \(\rho=3/4\): above it, the gathering of carriers in thick regions outweighs the curvature.

A different quantity fixes the total density. A uniform film would hold the same density if its edge were

\[
E_{\rm eff}=-k_BT\ln\langle e^{-E_1(L)/k_BT}\rangle .
\]

Expanding the exponential to second order gives \(\langle e^{-\rho\eta}\rangle\simeq1-3\rho s^2+2\rho^2s^2\), and therefore

\[
\frac{E_{\rm eff}}{E_1}-1\simeq s^2(3-2\rho).
\]

The area mean, the carrier mean and the effective edge thus have different shifts at the same order in \(s\).

### (f) The silicon film

**Main result.** The ground edge at the mean thickness is

\[
E_1=\frac{\pi^2(1.0546\times10^{-34}\ {\rm J\,s})^2}
{2(0.92)(9.109\times10^{-31}\ {\rm kg})(3\times10^{-9}\ {\rm m})^2}
=7.28\times10^{-21}\ {\rm J}=45.4\ {\rm meV}.
\]

With \(s=0.3/3=0.1\), the leading increase is \(3s^2=3.00\%\), or \(0.03\times45.4=1.36\) meV. The next term, \(15s^4\), adds 0.15% of \(E_1\). Taking \(c=0.5\), the full truncated average is 3.16% above \(E_1\), below the upper bound of 3.27%. As a test, the well was diagonalized numerically at 60 thicknesses and the levels were averaged with the Gaussian weights. This also gave 3.16%. At \(s=0.02\), the same procedure gave an increase of \(3.006\,s^2\), in agreement with \(3+15s^2=3.006\).

The leading spread is \(2sE_1=9.1\) meV, and the full truncated distribution gives 9.9 meV. The mean shift is about one seventh of either value.

**Slow variation.** At \(\Lambda=100\) nm the in-plane term is 0.003 meV, negligible beside 1.36 meV. The two are equal at \(\Lambda=4.6\) nm. At \(\Lambda=2\) nm the formula for \(T_\parallel\) gives 7.1 meV, so the averaged local edge no longer represents the energy even of the trial state.

**Thermal carriers.** Here \(k_BT=25.85\) meV and \(\rho=1.757\). The carrier mean changes by \(0.01(3-7.03)=-4.0\%\) at leading order and by \(-3.9\%\) in the full average. The effective edge changes by \(-0.5\%\) and \(-0.6\%\), respectively. The expansion parameter \(2\rho s=0.35\) is only moderately small here. In the hard-wall model with a uniform potential, roughness thus raises the area mean of this film but lowers both thermal quantities. The fall of the effective edge is a near cancellation and is sensitive to the model: with the finite barrier considered below, it shrinks to about \(-0.2\%\) for the ground subband alone. The thermal wavelength is 9.9 nm, well below \(\Lambda\). The nondegenerate formulas require a sheet density well below \(m_tk_BT\,g_v/(\pi\hbar^2)=4.1\times10^{12}\ {\rm cm^{-2}}\), with valley degeneracy \(g_v=2\).

The assumption of a uniform potential sets a much stricter limit, because carriers gathered in thick regions repel one another. At mean sheet density \(N\), an edge variation \(\delta E\) alone would change the density by \(|\delta N|=N|\delta E|/k_BT\). Far from any gate, such a ripple of in-plane wavenumber \(q_\parallel\) changes the potential energy by \(e^2|\delta N|/(2\epsilon q_\parallel)\), where \(e\) is the elementary charge and \(\epsilon\) the permittivity of the surroundings. This is small beside \(|\delta E|\) only if \(N\ll2\epsilon q_\parallel k_BT/e^2\), which is about \(2\times10^{10}\ {\rm cm^{-2}}\) for surrounding oxide and \(q_\parallel=2/\Lambda\). A nearby gate relaxes the limit. At higher densities the gathering is weaker, and the fall in the carrier mean shrinks or even reverses.

**Neglected effects.** Each is taken separately, with the others switched off.

- *Finite barrier.* Take a representative oxide barrier \(V=3.1\) eV and oxide mass \(m_b=0.5\,m_0\). Continuity of \(\varphi\) and of \(\varphi'/m\) for the even state gives \(\cot(kL/2)=kd\), where \(d=m_b/(m_z\kappa)\) and \(\kappa\simeq\sqrt{2m_bV}/\hbar\) for \(E_1\ll V\). For \(kd\ll1\) this becomes \(k(L+2d)\simeq\pi\): the film acts as if it were wider by \(2d\). The effective width is 3.17 nm, and the coefficient of \(s^2\) becomes about \(3(3/3.17)^2=2.69\). Numerical diagonalization gives 2.68, an edge of about 40.6 meV and a shift of 1.09 meV, 20% below the hard-wall shift. The reduction depends on the assumed oxide mass: it is 16% for \(m_b=0.3\,m_0\) and 26% for \(m_b=0.9\,m_0\).
- *Gate field.* Take a uniform field of 0.5 MV/cm, set by charges outside the film, with too few carriers inside to alter it. With energy measured from the film's mid-plane, the curvature shift \(\tfrac12\sigma^2E''\) is also 1.09 meV. If one wall is flat, the mid-plane moves by half the thickness change. With the potential fixed at the flat wall, this adds a term linear in the thickness, which leaves the mean shift unchanged but alters the spread and the thermal averages. Its slope is 25 meV/nm in magnitude, comparable with the confinement slope, which is \(2E_1/L_0=30\) meV/nm without the field and about 37 meV/nm in it. If the field draws the carriers towards the flat wall, the two slopes oppose each other, and both thermal shifts become positive in this example. If it draws them towards the rough wall, the slopes add and both shifts are more strongly negative. The signs found above for thermal carriers therefore do not carry over to a gated film without regard to which wall is rough.
- *Nonparabolicity.* The relation \(E(1+\alpha E)=E_1(L)\), with the illustrative value \(\alpha=0.5\ {\rm eV^{-1}}\), gives a shift of 1.27 meV, 7% below the parabolic value.
- *Atomic planes.* Restricting thickness changes to multiples of the plane spacing, 0.136 nm, leaves the increase at 3.16%.
- *Other levels.* The second subband lies at 182 meV, and the ground level of the valleys with light confinement mass at 220 meV. With hard walls, each group holds about 0.5% as many carriers as the ground subband in the nondegenerate limit. This small value does not survive a finite barrier, which lowers the light-mass level much more than the ground level. With the barrier above, that level lies near 136 meV and its valleys hold about 11% as many carriers, so they cannot be ignored in the thermal averages of a real film.

**Relation to real films.** The film's thickness, fluctuation and correlation length are chosen for illustration. For hard walls without a field, the shift in energy at fixed \(\sigma\) scales as \(L_0^{-4}\), so doubling the thickness divides it by 16. This rule does not carry over to a gated film: in the field considered above, the shift almost vanishes at 6 nm, because the field alone then holds the carrier against one wall. Atomic-scale roughness at silicon–oxide interfaces typically has a correlation length of only a few nanometres. The present average does not apply to that component, for which the in-plane motion must be solved together with the confinement. For the slow component, the finite barrier and the gate field each lower the 1.36 meV estimate by about 20%. The further digits in the numerical output describe the model, not the accuracy of a prediction for a device.

## Computed values

```
mean thickness L0: 3.0 nm
rms thickness fluctuation sigma: 0.3 nm
correlation length Lambda: 100 nm
confinement mass m_z: 0.92 m0
in-plane mass m_t: 0.19 m0
temperature: 300 K
thermal energy kT: 25.85 meV
relative fluctuation s: 0.10
cut on |x|: 0.50
hard-wall ground energy E1: 45.41 meV
leading fractional increase 3 s^2: 3.00 %
leading energy shift: 1.362 meV
next term 15 s^4: 0.150 %
full increase, truncated Gaussian: 3.1615 %
full increase, diagonalized levels: 3.1615 %
upper bound on increase: 3.267 %
full mean energy: 46.85 meV
coefficient from diagonalization at s=0.02: 3.0060
coefficient, two-valued thickness at s=0.02: 3.0020
lower cutoff where divergent tail equals 3 s^2: 7.7e-20 nm
rms spread, leading 2 s E1: 9.08 meV
rms spread, full: 9.92 meV
lateral term at Lambda=100 nm: 0.0028 meV
lateral term at Lambda=2 nm: 7.10 meV
Lambda where lateral term equals 3 s^2 shift: 4.57 nm
E1/kT: 1.757
carrier mean change, leading: -4.03 %
carrier mean change, full: -3.90 %
effective edge change, leading: -0.51 %
effective edge change, full: -0.57 %
oxide barrier: 3.1 eV
oxide mass: 0.5 m0
effective width with finite barrier: 3.170 nm
ground energy with finite barrier: 40.65 meV
s^2 coefficient with finite barrier: 2.682
curvature shift with finite barrier: 1.090 meV
gate field: 0.5 MV/cm
ground energy in gate field: 40.16 meV
curvature shift in gate field: 1.086 meV
nonparabolicity: 0.5 1/eV
ground energy, nonparabolic: 44.43 meV
curvature shift, nonparabolic: 1.268 meV
atomic plane spacing: 0.1358 nm
full increase with atomic planes: 3.1615 %
second subband energy: 181.7 meV
light-confinement-mass valley energy: 219.9 meV
second subband relative occupation: 0.51 %
light-mass valleys relative occupation: 0.52 %
thermal wavelength in plane: 9.87 nm
sheet density scale for degeneracy: 4.10e+12 cm^-2
```
